# Efficiency Limits of a Single-Gap Solar Cell Under a Blackbody Sun: verification in Python

```python
"""
Efficiency limits of a single-gap solar cell under a blackbody sun.

Results under test
  Ultimate efficiency: u(x) = (15/pi^4) x G(x), x = Eg/(k Ts),
      G(x) = integral from x to infinity of t^2/(e^t - 1),
      with a single maximum of about 44 percent near x = 2.17.
  Radiative limit: J = Jph - J0 (e^v - 1), v = qV/(k Tc), gives maximum power
      at v_m = W(exp(1 + v_oc)) - 1 and a best efficiency of about 31 percent.

Symbols: Eg gap, Ts and Tc temperatures of sun and cell, s sine of the solar
half-angle, Jph photocurrent, J0 radiative dark current, W Lambert function.
Gaps and photon energies are in eV, voltages in V, fluxes in 1/(m^2 s).
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import wrightomega, zeta

Q = const.e
K_EV = const.k / const.e
T_SUN, T_CELL = 6000.0, 300.0
SIN_SUN = 0.00465
S2 = SIN_SUN**2
GAP = 1.30
PREFACTOR = 2 * math.pi / (const.h**3 * const.c**2)


# ---------- closed formulas ----------
def scaled_tail(x):
    """e^x G(x) from the expansion of the Bose factor."""
    n = np.arange(1, 401)
    return float(np.sum(np.exp(-(n - 1) * x)
                        * (x**2 / n + 2 * x / n**2 + 2 / n**3)))


def ultimate(x):
    return 15 / math.pi**4 * x * math.exp(-x) * scaled_tail(x)


def radiative_limit(gap, t_cell=T_CELL, s2=S2, sides=1):
    """Efficiency, Voc, Vm and Jm/Jph from the diode formulas."""
    xs, xc = gap / (K_EV * T_SUN), gap / (K_EV * t_cell)
    log_flux_ratio = (3 * math.log(T_SUN / t_cell) + xc - xs
                      + math.log(scaled_tail(xs) / scaled_tail(xc)))
    ambient = math.exp(-log_flux_ratio)
    log_r = math.log(s2 / sides) + log_flux_ratio + math.log1p(-ambient)
    v_oc = float(np.logaddexp(0.0, log_r))
    v_m = float(wrightomega(1 + v_oc)) - 1
    j_ratio = v_m / (1 + v_m) / (-math.expm1(-v_oc))
    kt = K_EV * t_cell
    eta = ultimate(xs) * (1 - ambient) * (kt * v_m / gap) * j_ratio
    return eta, kt * v_oc, kt * v_m, j_ratio


# ---------- direct evaluation from the definitions ----------
def photon_flux(gap, temp, mu=0.0):
    """Hemispherical photon flux above the gap, full Bose occupation."""
    kt = K_EV * temp
    xg, start = gap / kt, (gap - mu) / kt
    if start > 600:
        return 0.0

    def integrand(t):
        y = start + t
        return (xg + t)**2 * math.exp(-y) / (-math.expm1(-y))

    value = quad(integrand, 0, 60, epsabs=0, epsrel=1e-10, limit=200)[0]
    return PREFACTOR * (const.k * temp)**3 * value


def make_current(gap, t_cell=T_CELL, s2=S2, sides=1):
    """Current density in A/m^2 as a function of voltage."""
    gain = (s2 * photon_flux(gap, T_SUN)
            + (sides - s2) * photon_flux(gap, t_cell))
    return lambda volt: Q * (gain - sides * photon_flux(gap, t_cell, volt))


def direct_limit(gap, t_cell=T_CELL, s2=S2, sides=1):
    """Largest V*J found numerically, divided by the incident power."""
    current = make_current(gap, t_cell, s2, sides)
    best = minimize_scalar(lambda volt: -volt * current(volt),
                           bounds=(0.0, gap - 1e-4), method="bounded",
                           options={"xatol": 1e-9, "maxiter": 300})
    return -best.fun / (s2 * const.sigma * T_SUN**4), best.x


def planck_energy(t):
    return t**3 / math.expm1(t) if t > 0 else 0.0


def number_tail(x):
    return quad(lambda t: t**2 / math.expm1(t), x, x + 60,
                epsabs=0, epsrel=1e-10, limit=200)[0]


# ---------- test: photon counting and solar geometry ----------
energy_integral = quad(planck_energy, 0, 80, epsrel=1e-11, limit=200)[0]
radiated = PREFACTOR * (const.k * T_SUN)**4 * energy_integral
assert abs(radiated / (const.sigma * T_SUN**4) - 1) < 1e-7
theta_sun = math.asin(SIN_SUN)
projected = quad(lambda a: 2 * math.pi * math.cos(a) * math.sin(a),
                 0, theta_sun, epsabs=0)[0]
assert abs(projected / (math.pi * S2) - 1) < 1e-9

# ---------- test: ultimate efficiency and its single maximum ----------
for x in (0.3, 1.0, 2.5, 6.0):
    assert abs(x * number_tail(x) / energy_integral / ultimate(x) - 1) < 1e-8
x_best = brentq(lambda x: math.exp(-x) * scaled_tail(x) - planck_energy(x),
                1.0, 3.5)
u_best = ultimate(x_best)
searched = minimize_scalar(lambda x: -x * number_tail(x) / energy_integral,
                           bounds=(0.2, 10), method="bounded",
                           options={"xatol": 1e-8})
assert abs(searched.x - x_best) < 1e-4
assert abs(-searched.fun - u_best) < 1e-8
grid = np.arange(0.05, 25.0, 0.05)
slope = np.array([number_tail(x) - planck_energy(x) for x in grid])
assert np.count_nonzero(np.diff(np.sign(slope))) == 1
x_turn = brentq(lambda x: 4 * (1 - math.exp(-x)) - x, 1, 5)
assert abs(grid[np.argmin(slope)] - x_turn) < 0.06
assert abs(number_tail(1e-6) - 2 * zeta(3)) < 1e-5
assert 0.435 < u_best < 0.445 and abs(x_best - 2.17) < 0.02

# ---------- test: emission = absorptance * Bose occupation with mu ----------
# Energies in units of k Tc; a ray crosses a slab with split Fermi levels.
upper, lower, fermi_e, fermi_h = 3.0, -2.0, 1.5, -2.0
f_up = 1 / (math.exp(upper - fermi_e) + 1)
f_low = 1 / (math.exp(lower - fermi_h) + 1)


def ray_rate(_, n):
    return f_up * (1 - f_low) * (n + 1) - f_low * (1 - f_up) * n


ray = solve_ivp(ray_rate, (0, 4), [0.0, 1.0], rtol=1e-10, atol=1e-12)
emitted, with_input = ray.y[:, -1]
absorptance = 1 - (with_input - emitted)
bose_mu = 1 / math.expm1((upper - lower) - (fermi_e - fermi_h))
assert 0.1 < absorptance < 0.9
assert abs(emitted / (absorptance * bose_mu) - 1) < 1e-7

# ---------- test: diode formulas against direct maximization ----------
gaps = np.round(np.arange(0.7, 2.11, 0.1), 1)
formula_scan = np.array([radiative_limit(g)[0] for g in gaps])
direct_scan = np.array([direct_limit(g)[0] for g in gaps])
assert np.max(np.abs(formula_scan / direct_scan - 1)) < 1e-5
optimum = minimize_scalar(lambda g: -radiative_limit(g)[0],
                          bounds=(0.7, 2.1), method="bounded",
                          options={"xatol": 1e-7})
gap_best, eta_best = optimum.x, -optimum.fun
assert abs(gaps[np.argmax(direct_scan)] - gap_best) < 0.1
assert 0.305 < eta_best < 0.315

# ---------- worked cell ----------
x_sun, x_cell = GAP / (K_EV * T_SUN), GAP / (K_EV * T_CELL)
u_gap = ultimate(x_sun)
eta, v_open, v_max, j_ratio = radiative_limit(GAP)
eta_direct, v_max_direct = direct_limit(GAP)
current = make_current(GAP)
j_photo = current(0.0)
j_dark = Q * photon_flux(GAP, T_CELL)
v_open_direct = brentq(current, 0.1, GAP - 1e-3, xtol=1e-12)
assert abs(v_open - v_open_direct) < 1e-5
assert abs(v_max - v_max_direct) < 1e-4
assert abs(j_ratio - current(v_max) / j_photo) < 1e-5

kt_cell = K_EV * T_CELL
term_carnot = GAP * (1 - T_SUN**-1 * T_CELL)
term_temp = kt_cell * math.log(T_SUN / T_CELL)
term_angle = kt_cell * math.log(S2)
term_gap = kt_cell * math.log(scaled_tail(x_sun) / x_sun**2
                              / (scaled_tail(x_cell) / x_cell**2))
term_sum = term_carnot + term_temp + term_angle + term_gap
assert abs(term_sum - v_open_direct) < 1e-5

below = quad(planck_energy, 0, x_sun)[0] / energy_integral
above = quad(planck_energy, x_sun, x_sun + 60, limit=200)[0] / energy_integral
heat = above - u_gap
voltage_loss = u_gap * (1 - v_max / GAP)
emission_loss = u_gap * v_max / GAP * (1 - j_ratio)
budget = below + heat + voltage_loss + emission_loss + eta_direct
assert abs(budget - 1) < 1e-6

# ---------- test: cold cell, missing mirror, full concentration ----------
cold_temps = (300.0, 100.0, 30.0, 3.0)
cold = [radiative_limit(GAP, t_cell=t)[0] for t in cold_temps]
for t, value in zip(cold_temps, cold):
    assert abs(direct_limit(GAP, t_cell=t)[0] / value - 1) < 1e-5
assert all(a < b < u_gap for a, b in zip(cold, cold[1:]))
assert u_gap - cold[-1] < 0.005
eta_two = radiative_limit(GAP, sides=2)[0]
assert abs(direct_limit(GAP, sides=2)[0] / eta_two - 1) < 1e-5
assert eta_two < eta
two_best = -minimize_scalar(lambda g: -radiative_limit(g, sides=2)[0],
                            bounds=(0.7, 2.1), method="bounded").fun
eta_full, v_full = direct_limit(GAP, s2=1.0)
v_open_boltz = radiative_limit(GAP, s2=1.0)[1]
v_open_full = brentq(make_current(GAP, s2=1.0), 0.5, GAP - 1e-6, xtol=1e-12)
assert v_open_boltz > GAP > v_open_full
assert eta < eta_full < u_gap

# ---------- numbers for the text ----------
print(f"Sun temperature Ts = {T_SUN:.0f} K, cell Tc = {T_CELL:.0f} K")
print(f"k Ts = {K_EV*T_SUN:.5f} eV, k Tc = {kt_cell:.6f} eV")
print(f"s = {SIN_SUN:.5f}, s^2 = {S2:.4e}")
print(f"Incident power = {S2*const.sigma*T_SUN**4:.1f} W/m^2")
print(f"Best x = Eg/kTs = {x_best:.4f}")
print(f"Gap at best x = {x_best*K_EV*T_SUN:.4f} eV")
print(f"G at best x = {number_tail(x_best):.5f}")
print(f"Maximum ultimate efficiency = {100*u_best:.3f} %")
print(f"Minimum of D(x) at x = {x_turn:.4f}")
print(f"Slab test: absorptance = {absorptance:.5f}")
print(f"Slab test: emitted occupation = {emitted:.6f}")
print(f"Slab test: Bose occupation with mu = {bose_mu:.6f}")
print(f"Model cell: Eg = {GAP:.2f} eV")
print(f"Eg/kTs = {x_sun:.4f}, Eg/kTc = {x_cell:.3f}")
print(f"G(Eg/kTs) = {number_tail(x_sun):.5f}")
print(f"Ultimate efficiency u = {100*u_gap:.3f} %")
print(f"Jph = {j_photo/10:.3f} mA/cm^2")
print(f"J0 = {j_dark/10:.4e} mA/cm^2")
print(f"Jph/J0 = {j_photo/j_dark:.4e}")
print(f"v_oc = {v_open/kt_cell:.4f}, v_m = {v_max/kt_cell:.4f}")
print(f"Voc = {v_open:.4f} V, Vm = {v_max:.4f} V")
print(f"Voc term Eg(1-Tc/Ts)/q = {term_carnot:.4f} V")
print(f"Voc term kTc ln(Ts/Tc)/q = {term_temp:.4f} V")
print(f"Voc term kTc ln(s^2)/q = {term_angle:.4f} V")
print(f"Voc term from finite gap = {term_gap:.4f} V")
print(f"qVm/Eg = {v_max/GAP:.5f}, Jm/Jph = {j_ratio:.5f}")
print(f"Jm = {j_ratio*j_photo/10:.3f} mA/cm^2")
print(f"Maximum power = {v_max*j_ratio*j_photo:.2f} W/m^2")
print(f"Efficiency, formula = {100*eta:.4f} %")
print(f"Efficiency, direct = {100*eta_direct:.4f} %")
print(f"Budget: below gap = {100*below:.2f} %")
print(f"Budget: heat above gap = {100*heat:.2f} %")
print(f"Budget: voltage below Eg/q = {100*voltage_loss:.2f} %")
print(f"Budget: emission at Vm = {100*emission_loss:.2f} %")
for g, value in list(zip(gaps, direct_scan))[::2]:
    u_here = ultimate(g / (K_EV * T_SUN))
    print(f"Eg {g:.1f} eV: u {100*u_here:.2f} %, limit {100*value:.2f} %")
print(f"Best gap with emission = {gap_best:.3f} eV")
print(f"Best efficiency with emission = {100*eta_best:.3f} %")
for t, value in zip(cold_temps, cold):
    print(f"Model cell at Tc = {t:.0f} K: efficiency {100*value:.2f} %")
print(f"Model cell without mirror = {100*eta_two:.2f} %")
print(f"Best efficiency without mirror = {100*two_best:.2f} %")
print(f"Full concentration, Bose: efficiency = {100*eta_full:.2f} %")
print(f"Full concentration, Bose: Voc = {v_open_full:.4f} V")
print(f"Full concentration, Boltzmann: Voc = {v_open_boltz:.4f} V")
print("checks complete")
```

It prints:

```
Sun temperature Ts = 6000 K, cell Tc = 300 K
k Ts = 0.51704 eV, k Tc = 0.025852 eV
s = 0.00465, s^2 = 2.1622e-05
Incident power = 1589.0 W/m^2
Best x = Eg/kTs = 2.1657
Gap at best x = 1.1198 eV
G at best x = 1.31566
Maximum ultimate efficiency = 43.878 %
Minimum of D(x) at x = 3.9207
Slab test: absorptance = 0.71925
Slab test: emitted occupation = 0.206581
Slab test: Bose occupation with mu = 0.287217
Model cell: Eg = 1.30 eV
Eg/kTs = 2.5143, Eg/kTc = 50.286
G(Eg/kTs) = 1.11240
Ultimate efficiency u = 43.070 %
Jph = 52.644 mA/cm^2
J0 = 1.0429e-16 mA/cm^2
Jph/J0 = 5.0481e+17
v_oc = 40.7630, v_m = 37.1222
Voc = 1.0538 V, Vm = 0.9597 V
Voc term Eg(1-Tc/Ts)/q = 1.2350 V
Voc term kTc ln(Ts/Tc)/q = 0.0774 V
Voc term kTc ln(s^2)/q = -0.2777 V
Voc term from finite gap = 0.0191 V
qVm/Eg = 0.73822, Jm/Jph = 0.97377
Jm = 51.263 mA/cm^2
Maximum power = 491.97 W/m^2
Efficiency, formula = 30.9608 %
Efficiency, direct = 30.9608 %
Budget: below gap = 28.71 %
Budget: heat above gap = 28.22 %
Budget: voltage below Eg/q = 11.27 %
Budget: emission at Vm = 0.83 %
Eg 0.7 eV: u 38.21 %, limit 21.81 %
Eg 0.9 eV: u 42.43 %, limit 27.08 %
Eg 1.1 eV: u 43.87 %, limit 30.04 %
Eg 1.3 eV: u 43.07 %, limit 30.96 %
Eg 1.5 eV: u 40.65 %, limit 30.28 %
Eg 1.7 eV: u 37.17 %, limit 28.46 %
Eg 1.9 eV: u 33.12 %, limit 25.92 %
Eg 2.1 eV: u 28.87 %, limit 22.99 %
Best gap with emission = 1.306 eV
Best efficiency with emission = 30.961 %
Model cell at Tc = 300 K: efficiency 30.96 %
Model cell at Tc = 100 K: efficiency 38.98 %
Model cell at Tc = 30 K: efficiency 41.84 %
Model cell at Tc = 3 K: efficiency 42.95 %
Model cell without mirror = 30.38 %
Best efficiency without mirror = 30.39 %
Full concentration, Bose: efficiency = 39.92 %
Full concentration, Bose: Voc = 1.2992 V
Full concentration, Boltzmann: Voc = 1.3315 V
checks complete
```
